# How spin projection scales the polarization part of the UHF spin density: verification in Python

```python
# Result under test. Phi: UHF determinant, M = S = (na-nb)/2. P: projector on spin S.
# Corresponding orbitals a_i,b_i = cos(t_i) lam_i +- sin(t_i) nu_i, unpaired mu_k.
#   rho_UHF = sum mu^2 + rho_sp,  rho_sp = sum(a^2-b^2) = 2 sum sin(2t) lam nu
#   rho_P = <P Phi|rho|P Phi>/<P> = sum mu^2 + S/(S+1) rho_sp + O(t^2)
#   doublet second order: (4/9) sum t^2 (lam^2+nu^2-2 mu^2)
#   one-sided <Phi|rho P|Phi>/<P> has factor (2S+1)/(2S+2); the exact state has factor 1
#   to first order in the interaction.
# Key identity: P Q0 Phi0 = S/(S+1) Q0 Phi0 + Qp S- Phi0/(S+1), Phi0 restricted high spin,
#   Q0 = a+(nu,al)a(lam,al) - a+(nu,be)a(lam,be), Qp = a+(nu,al)a(lam,be).
import numpy as np
import scipy.sparse as sps
from scipy.linalg import expm
from scipy import constants as sc
from pyscf import gto, scf
scf.hf.MUTE_CHKFILE = True
rng = np.random.default_rng(7)
norm = np.linalg.norm

class Fock:
    """Jordan-Wigner Fock space; modes 0..n-1 alpha, n..2n-1 beta."""
    def __init__(s, n):
        s.n, s.dim = n, 4**n
        idx = np.arange(s.dim)
        below = np.zeros(s.dim, dtype=np.int64)
        s.cre = []
        for p in range(2*n):
            if p == n:
                s.nal = below.copy()
            bit = (idx >> p) & 1
            m = bit == 0
            s.cre.append(sps.csr_matrix((1.0 - 2.0*(below[m] % 2), (idx[m] | (1 << p), idx[m])),
                                        shape=(s.dim, s.dim)))
            below = below + bit
        s.nbe = below - s.nal
        s.des = [c.T.tocsr() for c in s.cre]
        s.Sp = sum(s.cre[p] @ s.des[n+p] for p in range(n)).tocsr()
        s.Sm = s.Sp.T.tocsr()
        s.sz = 0.5*(s.nal - s.nbe)
    def det(s, A, B):
        v = np.zeros(s.dim); v[0] = 1.0
        for off, C in ((0, A), (s.n, B)):
            for c in C.T:
                v = sum(c[p]*(s.cre[off+p] @ v) for p in range(s.n))
        return v
    def lowdin(s, v, S, Jmax):
        J = S + 1
        while J <= Jmax + 1e-9:
            s2v = s.Sm @ (s.Sp @ v) + s.sz*(s.sz + 1)*v
            v = (s2v - J*(J+1)*v)/(S*(S+1) - J*(J+1))
            J += 1
        return v
    def spin_dm(s, bra, ket):
        L = np.array([d @ bra for d in s.des]); R = np.array([d @ ket for d in s.des])
        D = L[:s.n] @ R[:s.n].T - L[s.n:] @ R[s.n:].T
        return 0.5*(D + D.T)

def rotation_project(gram, na, nb):
    """Two-sided projected spin density C G C^T for C=[a|b], gram=C^T S C; also <P>."""
    S = 0.5*(na - nb)
    x, w = np.polynomial.legendre.leggauss(na//2 + 1)
    nal = 2*(na//2 + 1)
    h = 0.5*np.arccos(x)
    wb = w*np.cos(h)**(2*S)*(2*S + 1)/2
    Ry = np.array([[[np.cos(t), -np.sin(t)], [np.sin(t), np.cos(t)]] for t in h])
    al = 2*np.pi*(np.arange(nal) + 0.5)/nal
    z = np.stack([np.exp(-0.5j*al), np.exp(0.5j*al)], axis=1)
    ket = (z[:, None, :, None]*Ry[None]).reshape(-1, 2, 2)
    wk = ((np.exp(1j*al*S)/nal)[:, None]*wb[None]).ravel()
    sp = np.array([0]*na + [1]*nb)
    sigz = np.diag([1.0, -1.0])
    G = np.zeros((na+nb, na+nb), complex); tot = 0
    for l in range(len(h)):
        U = Ry[l].T @ ket; W = Ry[l].T @ (sigz @ ket)
        O = gram*U[:, sp][:, :, sp]
        f = wb[l]*wk*np.linalg.det(O)
        G += np.einsum('k,kij,kji->ij', f, W[:, sp][:, :, sp], np.linalg.inv(O))
        tot += f.sum()
    return (G/tot).real, tot.real

print("Models: 2 closed, 2S open, 2 virtual orbitals; closed-virtual (cv) block factors")
for no in (1, 2, 3, 4):
    S, nc, n = no/2, 2, no + 4
    na, nb = nc + no, nc
    Jmax, f = (na + nb)/2, S/(S + 1)
    F = Fock(n); I = np.eye(n)
    cv = np.zeros((n, n), bool); cv[:nc, na:] = True; cv[na:, :nc] = True
    # operator identity, retained weight, vanishing spin-flip matrix element
    p0 = F.det(I[:, :na], I[:, :nb]); l, v = 0, n - 1
    T = F.cre[v] @ (F.des[l] @ p0) - F.cre[n+v] @ (F.des[n+l] @ p0)
    flip = F.cre[v] @ (F.des[n+l] @ (F.Sm @ p0))
    PT = F.lowdin(T, S, Jmax)
    assert norm(F.Sp @ PT) < 1e-12
    assert norm(PT - f*T - flip/(S + 1)) < 1e-12
    assert abs(PT @ PT/(T @ T) - f) < 1e-12
    assert norm(flip) > 0.5 and norm(F.spin_dm(p0, flip)) < 1e-12
    # first order in independent random alpha and beta rotations
    Ka, Kb = rng.normal(size=(2, n, n))*0.5
    Ka, Kb = Ka - Ka.T, Kb - Kb.T
    def densities(e):
        A, B = expm(e*Ka)[:, :na], expm(e*Kb)[:, :nb]
        ph = F.det(A, B); pp = F.lowdin(ph, S, Jmax); pa = F.lowdin(ph, S, S + 1)
        return np.array([A @ A.T - B @ B.T, F.spin_dm(pp, pp)/(pp @ pp),
                         F.spin_dm(pa, pa)/(pa @ pa), F.spin_dm(ph, pp)/(ph @ pp)])
    dU, dP, dA, dO = (densities(1e-4) - densities(-1e-4))/2e-4
    assert norm(dU[~cv]) > 0.1 and norm(dU[cv]) > 0.1
    for d, fac in ((dP, f), (dA, f), (dO, (2*S + 1)/(2*S + 2))):
        assert norm(d - np.where(cv, fac*dU, dU)) < 1e-5
    ratio = lambda X, Y: X[cv] @ Y[cv]/(Y[cv] @ Y[cv])
    print(f"S={S}: projected {ratio(dP,dU):.5f}, annihilated {ratio(dA,dU):.5f}, "
          f"one-sided {ratio(dO,dU):.5f}, S/(S+1) {f:.5f}")
    # large rotation: natural-orbital form, <S^2>, rotation projector against Lowdin
    A, B = expm(0.4*Ka)[:, :na], expm(0.4*Kb)[:, :nb]
    occ, X = np.linalg.eigh(A @ A.T + B @ B.T); occ, X = occ[::-1], X[:, ::-1]
    sig = np.linalg.svd(A.T @ B, compute_uv=False)
    assert norm(occ[:nc] - 1 - sig) < 1e-10 and norm(occ[::-1][:nc] - 1 + sig) < 1e-10
    ref = np.zeros((n, n)); ref[nc:na, nc:na] = np.eye(no)
    for i in range(nc):
        ref[i, n-1-i] = ref[n-1-i, i] = np.sqrt(1 - sig[i]**2)
    assert norm(abs(X.T @ (A @ A.T - B @ B.T) @ X) - ref) < 1e-8
    ph = F.det(A, B); pp = F.lowdin(ph, S, Jmax)
    assert abs(norm(F.Sp @ ph)**2 - np.sum(1 - sig**2)) < 1e-10
    C = np.hstack([A, B]); G, wt = rotation_project(C.T @ C, na, nb)
    assert abs(wt - pp @ pp) < 1e-10 and wt < 0.99
    assert norm(C @ G @ C.T - F.spin_dm(pp, pp)/(pp @ pp)) < 1e-9
    if no == 4:
        continue
    # weak spin-free interaction g*(pq|rs), (pq|rs)=sum_L B_pq B_rs: exact, UHF, projected UHF
    g = 1e-4
    eps = np.concatenate([[-2.0, -1.5], 0.2*np.arange(no), [1.4, 2.2]])
    Bs = rng.normal(size=(4, n, n))*0.35; Bs = Bs + Bs.transpose(0, 2, 1)
    sec = np.where((F.nal == na) & (F.nbe == nb))[0]
    E = [[(F.cre[p] @ F.des[q] + F.cre[n+p] @ F.des[n+q]).tocsr()[sec][:, sec]
          for q in range(n)] for p in range(n)]
    one = lambda M: sum(M[p, q]*E[p][q] for p in range(n) for q in range(n)).toarray()
    H = one(np.diag(eps)) - 0.5*g*one(sum(b @ b for b in Bs))
    for b in Bs:
        xb = one(b); H += 0.5*g*xb @ xb
    ex = np.zeros(F.dim); ex[sec] = np.linalg.eigh(H)[1][:, 0]
    assert norm(F.Sp @ ex) < 1e-9
    A, B = I[:, :na], I[:, :nb]
    for it in range(30):
        Da, Db = A @ A.T, B @ B.T
        J = sum(b*np.sum(b*(Da + Db)) for b in Bs)
        A = np.linalg.eigh(np.diag(eps) + g*(J - sum(b @ Da @ b for b in Bs)))[1][:, :na]
        B = np.linalg.eigh(np.diag(eps) + g*(J - sum(b @ Db @ b for b in Bs)))[1][:, :nb]
    DU = A @ A.T - B @ B.T
    pp = F.lowdin(F.det(A, B), S, Jmax)
    DP, DE = F.spin_dm(pp, pp)/(pp @ pp), F.spin_dm(ex, ex)
    assert norm(DE[cv] - DU[cv]) < 1e-2*norm(DU[cv])      # remainder is O(g)
    assert norm(DP[cv] - f*DU[cv]) < 1e-2*norm(DU[cv])
    print(f"  weak coupling g={g:.0e}: exact/UHF {ratio(DE,DU):.4f}, projected/UHF {ratio(DP,DU):.4f}")

# Rb atom, nonrelativistic point nucleus, even-tempered uncontracted Gaussians
a0 = sc.physical_constants['Bohr radius'][0]; aA = a0*1e10
eV = sc.physical_constants['Hartree energy in eV'][0]
beta = 2.8; sets = ((0, 22, 0.008), (1, 12, 0.1), (2, 7, 0.3))
mol = gto.M(atom='Rb 0 0 0', spin=1, verbose=0,
            basis={'Rb': [[l, [e0*beta**k, 1.0]] for l, m, e0 in sets for k in range(m)]})
uhf = scf.UHF(mol); uhf.conv_tol, uhf.conv_tol_grad, uhf.max_cycle = 1e-9, 1e-5, 80
uhf.kernel()
ro = scf.ROHF(mol); ro._eri = uhf._eri
ro.conv_tol, ro.conv_tol_grad, ro.max_cycle = 1e-9, 1e-5, 80
ro.kernel(uhf.make_rdm1())
assert uhf.converged and ro.converged and uhf.e_tot < ro.e_tot
Sov = mol.intor('int1e_ovlp'); ns = sets[0][1]
chi = mol.eval_gto('GTOval_sph', np.zeros((1, 3)))[0]
Ca = uhf.mo_coeff[0][:, uhf.mo_occ[0] > 0]; Cb = uhf.mo_coeff[1][:, uhf.mo_occ[1] > 0]
na, nb = Ca.shape[1], Cb.shape[1]; S = 0.5*(na - nb); f = S/(S + 1)
U, sig, Vt = np.linalg.svd(Ca.T @ Sov @ Cb)
a = Ca @ U; mu = a[:, nb]; a = a[:, :nb]; b = Cb @ Vt.T
pl, mi = 0.5*(a + b), 0.5*(a - b)          # cos(t) lam and sin(t) nu
sn = lambda M: np.sqrt(np.einsum('pi,pq,qi->i', M, Sov, M))
th = np.arctan2(sn(mi), sn(pl))
assert mu[:ns] @ Sov[:ns, :ns] @ mu[:ns] > 0.999999
mu2 = (chi @ mu)**2
def contact(e):
    p = pl*np.cos(e*th)/np.cos(th); m = mi*e*np.sinc(e*th/np.pi)/np.sinc(th/np.pi)
    C = np.hstack([p + m, mu[:, None], p - m]); v = chi @ C
    G, wt = rotation_project(C.T @ Sov @ C, na, nb)
    return np.sum(v[:nb]**2) - np.sum(v[na:]**2), v @ G @ v, wt
sp1, rP, wt = contact(1.0); spm, rPm, _ = contact(-1.0)
sps_, rs, _ = contact(0.1); spn, rn, _ = contact(-0.1)
dm = uhf.make_rdm1(); rU = chi @ (dm[0] - dm[1]) @ chi
rR = (chi @ ro.mo_coeff[:, ro.mo_occ == 1])[0]**2
s2 = uhf.spin_square()[0]
odd1, odd01 = (rP - rPm)/(sp1 - spm), (rs - rn)/(sps_ - spn)
even = 0.5*(rP + rPm) - mu2
second = 4/9*np.sum(th**2*((chi @ pl)/np.cos(th))**2
                    + ((chi @ mi)/np.sinc(th/np.pi))**2 - 2*th**2*mu2)
can = (chi @ Ca[:, -1])**2; pred = mu2 + f*sp1; predcan = can + f*(rU - can)
assert abs(rU - mu2 - sp1) < 1e-6
assert abs(s2 - S*(S + 1) - np.sum(np.sin(2*th)**2)) < 1e-8
assert abs((1 - wt)/((s2 - S*(S + 1))/(2*S + 2)) - 1) < 1e-2
assert abs(odd1 - f) < 3e-3 and abs(odd01 - f) < 1e-4   # remainder O(e^2 sum t^2)
assert abs(even/second - 1) < 2e-2
assert abs((rP - mu2)/sp1 - f) < 2e-2
assert abs(predcan - rP) > 2*abs(pred - rP)
assert abs(mu2/rR - 1) < 5e-2
u = 1/aA**3
print(f"Rb: n_alpha {na}, n_beta {nb}, S {S}, basis functions {mol.nao}, exponent ratio {beta}")
for l, m, e0 in sets:
    print(f"  l={l}: {m} exponents {e0/aA**2:.4g} to {e0*beta**(m-1)/aA**2:.4g} A^-2")
print(f"E(UHF) {uhf.e_tot*eV:.3f} eV; E(ROHF)-E(UHF) {(ro.e_tot-uhf.e_tot)*eV:.5f} eV")
print(f"<S^2> {s2:.6f}; sum theta^2 {np.sum(th**2):.4e}; 1-<P> {1-wt:.4e}")
ws = np.einsum('pi,pq,qi->i', a[:ns], Sov[:ns, :ns], a[:ns])
spairs = [i for i in np.argsort(-th) if ws[i] > 0.5]
assert len(spairs) == 4
for k, i in enumerate(spairs):
    print(f"  s pair {k+1}: theta {th[i]:.4e} rad, a^2-b^2 at nucleus "
          f"{4*(chi@pl[:, i])*(chi@mi[:, i])*u:.5f} A^-3")
for name, val in (("ROHF 5s^2(0)", rR), ("natural mu^2(0)", mu2), ("rho_sp(0) UHF", sp1),
                  ("rho_UHF(0)", rU), ("rho_sp(0)/3", f*sp1), ("mu^2 + rho_sp/3", pred),
                  ("rho_P(0) exact projection", rP), ("rho_P - mu^2", rP - mu2),
                  ("second order, formula", second), ("second order, even part", even),
                  ("canonical 5s alpha^2(0)", can), ("canonical core sum", rU - can),
                  ("canonical-split prediction", predcan),
                  ("error, natural split", pred - rP), ("error, canonical split", predcan - rP)):
    print(f"{name}: {val*u:.5f} A^-3")
print(f"rho_sp/mu^2 {sp1/mu2:.4f}; (rho_P-mu^2)/rho_sp {(rP-mu2)/sp1:.5f}")
print(f"odd-part ratio: eps=1 {odd1:.6f}, eps=0.1 {odd01:.6f}, S/(S+1) {f:.6f}")
pc = sc.physical_constants
kJ = (2*sc.mu_0/3*abs(pc['electron g factor'][0])*pc['Bohr magneton'][0]
      * pc['nuclear magneton'][0]/(2*S))
print(f"A/g_I per unit spin density: {kJ*1e30/sc.e*1e6:.5f} micro-eV A^3")
for name, val in (("ROHF", rR), ("UHF", rU), ("projected UHF", rP)):
    Aj = kJ*val/a0**3
    print(f"A/g_I {name}: {Aj/sc.e*1e6:.4f} micro-eV = {Aj/sc.h/1e6:.1f} MHz")
print("all assertions hold")
```

Output:

```
Models: 2 closed, 2S open, 2 virtual orbitals; closed-virtual (cv) block factors
S=0.5: projected 0.33333, annihilated 0.33333, one-sided 0.66667, S/(S+1) 0.33333
  weak coupling g=1e-04: exact/UHF 0.9999, projected/UHF 0.3333
S=1.0: projected 0.50000, annihilated 0.50000, one-sided 0.75000, S/(S+1) 0.50000
  weak coupling g=1e-04: exact/UHF 0.9998, projected/UHF 0.5001
S=1.5: projected 0.60000, annihilated 0.60000, one-sided 0.80000, S/(S+1) 0.60000
  weak coupling g=1e-04: exact/UHF 0.9997, projected/UHF 0.5994
S=2.0: projected 0.66667, annihilated 0.66667, one-sided 0.83333, S/(S+1) 0.66667
Rb: n_alpha 19, n_beta 18, S 0.5, basis functions 93, exponent ratio 2.8
  l=0: 22 exponents 0.02857 to 7.018e+07 A^-2
  l=1: 12 exponents 0.3571 to 2.962e+04 A^-2
  l=2: 7 exponents 1.071 to 516.3 A^-2
E(UHF) -79951.184 eV; E(ROHF)-E(UHF) 0.00276 eV
<S^2> 0.750277; sum theta^2 6.9219e-05; 1-<P> 9.2284e-05
  s pair 1: theta 1.1108e-03 rad, a^2-b^2 at nucleus 1.16193 A^-3
  s pair 2: theta 2.8973e-05 rad, a^2-b^2 at nucleus 0.33100 A^-3
  s pair 3: theta 2.1193e-06 rad, a^2-b^2 at nucleus 0.15637 A^-3
  s pair 4: theta 2.2410e-07 rad, a^2-b^2 at nucleus 0.11465 A^-3
ROHF 5s^2(0): 8.69997 A^-3
natural mu^2(0): 8.72347 A^-3
rho_sp(0) UHF: 1.76394 A^-3
rho_UHF(0): 10.48741 A^-3
rho_sp(0)/3: 0.58798 A^-3
mu^2 + rho_sp/3: 9.31145 A^-3
rho_P(0) exact projection: 9.31120 A^-3
rho_P - mu^2: 0.58774 A^-3
second order, formula: -0.00025 A^-3
second order, even part: -0.00025 A^-3
canonical 5s alpha^2(0): 8.66675 A^-3
canonical core sum: 1.82066 A^-3
canonical-split prediction: 9.27364 A^-3
error, natural split: 0.00025 A^-3
error, canonical split: -0.03757 A^-3
rho_sp/mu^2 0.2022; (rho_P-mu^2)/rho_sp 0.33319
odd-part ratio: eps=1 0.333334, eps=0.1 0.333333, S/(S+1) 0.333333
A/g_I per unit spin density: 0.49042 micro-eV A^3
A/g_I ROHF: 4.2666 micro-eV = 1031.7 MHz
A/g_I UHF: 5.1432 micro-eV = 1243.6 MHz
A/g_I projected UHF: 4.5664 micro-eV = 1104.2 MHz
all assertions hold
```
